# Two Sums over a Single 6j Symbol: verification in Python

```python
# Result under test, for 6j symbols {j1 j2 j3; j4 j5 j6}, x from |a-b| to a+b:
#   (I)  sum_x (2x+1) {a b x; a b c} = (-1)^(2c) if (a,b,c) is a triad, else 0
#   (II) sum_x (-1)^(a+b+x) (2x+1) {a b x; b a c}
#            = sqrt((2a+1)(2b+1)) if c = 0, else 0
# a, b, c, x are angular momentum quantum numbers (dimensionless).
# In the code capital letters are doubled values: A = 2a, so all are integers.
# The 3j symbols come from ladder operators, the 6j symbols from their
# definition as a sum over magnetic quantum numbers; sympy's Racah formula
# serves as an independent evaluation.
from functools import lru_cache
import numpy as np
import sympy as sp
from sympy.physics.wigner import wigner_6j

TOL = 1e-10


def is_triad(A, B, C):
    return (A + B + C) % 2 == 0 and abs(A - B) <= C <= A + B


def coupled_range(A, B):
    return range(abs(A - B), A + B + 1, 2)


def raising(J):
    # basis order m = j, j-1, ..., -j
    j = J / 2
    m = j - np.arange(1, J + 1)
    return np.diag(np.sqrt(j * (j + 1) - m * (m + 1)), 1)


@lru_cache(maxsize=None)
def three_j(A, B, X):
    """Array of 3j symbols; index i in each slot means m = j - i."""
    table = np.zeros((A + 1, B + 1, X + 1))
    if not is_triad(A, B, X):
        return table
    j_plus = (np.kron(raising(A), np.eye(B + 1))
              + np.kron(np.eye(A + 1), raising(B)))
    double_m = np.add.outer(A - 2 * np.arange(A + 1),
                            B - 2 * np.arange(B + 1)).ravel()
    subspace = np.where(double_m == X)[0]
    block = (j_plus.T @ j_plus)[np.ix_(subspace, subspace)]
    values, vectors = np.linalg.eigh(block)
    assert abs(values[0]) < TOL      # top state is annihilated by J+
    top = vectors[:, 0]
    state = np.zeros((A + 1) * (B + 1))
    state[subspace] = top * np.sign(top[0])   # component m_a = a positive
    x = X / 2
    for k in range(X + 1):
        M = x - k
        phase = (-1) ** ((A - B + X - 2 * k) // 2 % 2)
        table[:, :, X - k] = (phase * state.reshape(A + 1, B + 1)
                              / np.sqrt(X + 1))
        if k < X:
            state = j_plus.T @ state / np.sqrt((x + M) * (x - M + 1))
    return table


def signs(J):
    return (-1.0) ** np.arange(J + 1)         # (-1)^(j-m)


def all_triads(J1, J2, J3, J4, J5, J6):
    return (is_triad(J1, J2, J3) and is_triad(J1, J5, J6)
            and is_triad(J4, J2, J6) and is_triad(J4, J5, J3))


@lru_cache(maxsize=None)
def six_j(J1, J2, J3, J4, J5, J6):
    """6j symbol from its definition as a sum over all m."""
    if not all_triads(J1, J2, J3, J4, J5, J6):
        return 0.0
    t1 = three_j(J1, J2, J3)[::-1, ::-1, ::-1]
    t1 = (t1 * signs(J1)[:, None, None] * signs(J2)[None, :, None]
          * signs(J3)[None, None, :])
    t2 = three_j(J1, J5, J6)[:, ::-1, :] * signs(J6)[None, None, :]
    t3 = three_j(J4, J2, J6)[:, :, ::-1]
    t4 = three_j(J4, J5, J3)[::-1, :, :]
    t4 = t4 * signs(J4)[:, None, None] * signs(J5)[None, :, None]
    return float(np.einsum('abc,aef,dbf,dec->', t1, t2, t3, t4,
                           optimize=True))


@lru_cache(maxsize=None)
def six_j_racah(*doubled):
    if not all_triads(*doubled):
        return sp.Integer(0)
    return wigner_6j(*[sp.Rational(J, 2) for J in doubled])


def phase_x(A, B, X):
    return (-1) ** ((A + B + X) // 2)


def sum_one(A, B, C, symbol=six_j):
    return sum((X + 1) * symbol(A, B, X, A, B, C)
               for X in coupled_range(A, B))


def sum_two(A, B, C, symbol=six_j):
    return sum(phase_x(A, B, X) * (X + 1) * symbol(A, B, X, B, A, C)
               for X in coupled_range(A, B))


def singlet_trace(A, C):
    """F_a(c) = sum_m (-1)^(a-m) (a a c; m -m 0) for integer c."""
    table = three_j(A, A, C)[:, ::-1, C // 2]
    return float(np.sum(signs(A) * np.diag(table)))


def expected_one(A, B, C):
    return (-1) ** C if is_triad(A, B, C) else 0


def clean(value):
    return round(float(value), 10) + 0.0


def half(J):
    return str(sp.Rational(J, 2))


# Properties of the 3j symbols used in the proof
MAX = 4
for A in range(MAX + 1):
    for B in range(MAX + 1):
        overlap = np.zeros((A + 1, B + 1, A + 1, B + 1))
        for X in coupled_range(A, B):
            t = three_j(A, B, X)
            s = phase_x(A, B, X)
            assert np.allclose(t[::-1, ::-1, ::-1], s * t, atol=TOL)
            assert np.allclose(three_j(B, A, X).transpose(1, 0, 2), s * t,
                               atol=TOL)
            assert abs(np.sum(t ** 2) - 1) < TOL
            overlap += (X + 1) * np.einsum('abm,cdm->abcd', t, t)
        size = (A + 1) * (B + 1)
        assert np.allclose(overlap.reshape(size, size), np.eye(size),
                           atol=TOL)
    singlet = np.diag(three_j(A, A, 0)[:, ::-1, 0])
    assert np.allclose(singlet, signs(A) / np.sqrt(A + 1), atol=TOL)
    for C in range(0, 2 * A + 1, 2):
        target = np.sqrt(A + 1) if C == 0 else 0.0
        assert abs(singlet_trace(A, C) - target) < TOL

# Both sums, from the definition, including c outside the triads
cases = 0
worst_one = worst_two = worst_symbol = 0.0
for A in range(MAX + 1):
    for B in range(MAX + 1):
        for C in range(A + B + 3):
            for X in coupled_range(A, B):
                for key in ((A, B, X, A, B, C), (A, B, X, B, A, C)):
                    gap = abs(six_j(*key) - float(six_j_racah(*key)))
                    worst_symbol = max(worst_symbol, gap)
            target = np.sqrt((A + 1) * (B + 1)) if C == 0 else 0.0
            worst_one = max(worst_one,
                            abs(sum_one(A, B, C) - expected_one(A, B, C)))
            worst_two = max(worst_two, abs(sum_two(A, B, C) - target))
            cases += 1
        for X in coupled_range(A, B):
            value = phase_x(A, B, X) / np.sqrt((A + 1) * (B + 1))
            assert abs(six_j(A, B, X, B, A, 0) - value) < TOL
assert worst_symbol < TOL
assert worst_one < TOL
assert worst_two < TOL

# Larger spins through the Racah formula
BIG_A, BIG_B = 7, 6
for C in range(BIG_A + BIG_B + 3):
    racah = lambda *key: float(six_j_racah(*key))
    target = np.sqrt((BIG_A + 1) * (BIG_B + 1)) if C == 0 else 0.0
    assert abs(sum_one(BIG_A, BIG_B, C, racah)
               - expected_one(BIG_A, BIG_B, C)) < TOL
    assert abs(sum_two(BIG_A, BIG_B, C, racah) - target) < TOL

# Worked example
A, B = 3, 2
print("All numbers are dimensionless.")
print(f"example: a = {half(A)}, b = {half(B)}")
print("Sum I: c, x, symbol (exact), symbol, (2x+1)*symbol")
for C in (1, 3, 5):
    for X in coupled_range(A, B):
        key = (A, B, X, A, B, C)
        v = six_j(*key)
        print(f" {half(C)} {half(X)} {six_j_racah(*key)} "
              f"{clean(v):.6f} {clean((X + 1) * v):.6f}")
    exact = sum_one(A, B, C, six_j_racah)
    assert sp.simplify(exact - (-1) ** C) == 0
    print(f" sum I at c = {half(C)}: {clean(sum_one(A, B, C)):.6f}")
print("Sum II: c, x, symbol (exact), symbol, phased weighted term")
for C in (0, 2, 4):
    for X in coupled_range(A, B):
        key = (A, B, X, B, A, C)
        v = six_j(*key)
        term = phase_x(A, B, X) * (X + 1) * v
        print(f" {half(C)} {half(X)} {six_j_racah(*key)} "
              f"{clean(v):.6f} {clean(term):.6f}")
    exact = sum_two(A, B, C, six_j_racah)
    target = sp.sqrt((A + 1) * (B + 1)) if C == 0 else 0
    assert sp.simplify(exact - target) == 0
    print(f" sum II at c = {half(C)}: {clean(sum_two(A, B, C)):.6f}")
    print(f" factors F_a, F_b: {clean(singlet_trace(A, C)):.6f}, "
          f"{clean(singlet_trace(B, C)):.6f}")
print(f"sqrt((2a+1)(2b+1)) = {np.sqrt((A + 1) * (B + 1)):.6f}")

unphased = sum((X + 1) * six_j(A, B, X, B, A, 2)
               for X in coupled_range(A, B))
assert abs(unphased) > 0.1
print(f"sum II without its phase, c = 1: {clean(unphased):.6f}")
for C in (2, 7):
    print(f"sum I outside the triad, c = {half(C)}: "
          f"{clean(sum_one(A, B, C)):.6f}")
for C in (0, 2, 4):
    print(f"sum I for a = b = 1, c = {half(C)}: "
          f"{clean(sum_one(2, 2, C)):.6f}")
print(f"(a,b,c) cases tested from the definition: {cases}")
print(f"largest spin a or b in those cases: {half(MAX)}")
print(f"largest error, sum I: {worst_one:.1e}")
print(f"largest error, sum II: {worst_two:.1e}")
print(f"largest gap, definition vs Racah: {worst_symbol:.1e}")
print(f"larger spins tested: a = {half(BIG_A)}, b = {half(BIG_B)}")
print("done: every assertion held")
```

Running it gives:

```
All numbers are dimensionless.
example: a = 3/2, b = 1
Sum I: c, x, symbol (exact), symbol, (2x+1)*symbol
 1/2 1/2 -1/12 -0.083333 -0.166667
 1/2 3/2 1/6 0.166667 0.666667
 1/2 5/2 -1/4 -0.250000 -1.500000
 sum I at c = 1/2: -1.000000
 3/2 1/2 1/6 0.166667 0.333333
 3/2 3/2 -11/60 -0.183333 -0.733333
 3/2 5/2 -1/10 -0.100000 -0.600000
 sum I at c = 3/2: -1.000000
 5/2 1/2 -1/4 -0.250000 -0.500000
 5/2 3/2 -1/10 -0.100000 -0.400000
 5/2 5/2 -1/60 -0.016667 -0.100000
 sum I at c = 5/2: -1.000000
Sum II: c, x, symbol (exact), symbol, phased weighted term
 0 1/2 -sqrt(3)/6 -0.288675 0.577350
 0 3/2 sqrt(3)/6 0.288675 1.154701
 0 5/2 -sqrt(3)/6 -0.288675 1.732051
 sum II at c = 0: 3.464102
 factors F_a, F_b: 2.000000, 1.732051
 1 1/2 sqrt(10)/12 0.263523 -0.527046
 1 3/2 -sqrt(10)/30 -0.105409 -0.421637
 1 5/2 -sqrt(10)/20 -0.158114 0.948683
 sum II at c = 1: 0.000000
 factors F_a, F_b: 0.000000, 0.000000
 2 1/2 -sqrt(6)/12 -0.204124 0.408248
 2 3/2 -sqrt(6)/15 -0.163299 -0.653197
 2 5/2 -sqrt(6)/60 -0.040825 0.244949
 sum II at c = 2: 0.000000
 factors F_a, F_b: 0.000000, 0.000000
sqrt((2a+1)(2b+1)) = 3.464102
sum II without its phase, c = 1: -0.843274
sum I outside the triad, c = 1: 0.000000
sum I outside the triad, c = 7/2: 0.000000
sum I for a = b = 1, c = 0: 1.000000
sum I for a = b = 1, c = 1: 1.000000
sum I for a = b = 1, c = 2: 1.000000
(a,b,c) cases tested from the definition: 175
largest spin a or b in those cases: 2
largest error, sum I: 1.4e-15
largest error, sum II: 1.8e-15
largest gap, definition vs Racah: 2.2e-16
larger spins tested: a = 7/2, b = 3
done: every assertion held
```
